# Quantum Reflection and the Linear Threshold Law for Sticking

A slow atom drifts towards a clean surface that attracts it at every distance. No barrier stands in its way. A classical atom would be drawn in, gain speed, hit the surface and, if it gave up enough energy there, stay. Making it slower would only make capture easier. The quantum atom behaves differently: as its incident energy tends to zero, its chance of sticking vanishes in proportion to its wavevector. This section derives the law, finds its coefficient, and asks at what energies it matters for hydrogen atoms falling on silicon.

## Sticking as missing reflected flux

Let $z$ be the distance from the surface and $m$ the mass of the atom, which arrives along the normal with energy $E=\hbar^2k^2/2m$. The interaction is taken to vanish for $z>L$. There the elastic wave is

$$\psi(z)=e^{-ikz}+R\,e^{ikz}. \tag{1}$$

Its flux is proportional to $\mathrm{Im}(\psi^*\psi')$. Multiplying out,

$$\psi^*\psi'=-ik+ik|R|^2+ik\left(Re^{2ikz}-R^*e^{-2ikz}\right).$$

The last bracket is a number minus its conjugate, hence imaginary, so its product with $ik$ is real. Therefore

$$\mathrm{Im}(\psi^*\psi')=-k\left(1-|R|^2\right),\qquad s\equiv 1-|R|^2. \tag{2}$$

Here $s$ is the fraction of the incident flux that leaves the elastic channel. It is the sticking probability under these assumptions. The surface is cold, so it can take energy but not give any. An atom that gives up a phonon of energy greater than $E$ is left with negative energy and cannot escape. Coupling to the softer phonons, with energy below $E$, is assumed to become negligible as $E\to0$. The surface is flat or has atomic periodicity, so that diffracted beams need more energy than the slow atom has. On a warm surface some atoms may absorb a phonon and be thrown out; $s$ is then the total loss from the elastic beam.

## An exact formula for the loss

All that happens inside $L$ enters the outer wave through one complex number,

$$\lambda=\frac{\psi'(L)}{\psi(L)},\qquad \gamma=-\mathrm{Im}\,\lambda\ge 0. \tag{3}$$

The sign of $\gamma$ follows from $\mathrm{Im}(\psi^*\psi')=|\psi|^2\,\mathrm{Im}\,\lambda$, which by (2) cannot be positive. Inserting (1) in (3) gives

$$-ik e^{-ikL}+ikRe^{ikL}=\lambda e^{-ikL}+\lambda Re^{ikL},$$

and collecting the terms in $R$,

$$R=-e^{-2ikL}\,\frac{\lambda+ik}{\lambda-ik}. \tag{4}$$

Write $\lambda=\lambda_r-i\gamma$. Then $|\lambda-ik|^2=\lambda_r^2+(\gamma+k)^2$ and $|\lambda+ik|^2=\lambda_r^2+(\gamma-k)^2$. Their difference is $4k\gamma$, so

$$s=\frac{4k\gamma}{\lambda_r^2+(\gamma+k)^2}. \tag{5}$$

No approximation has been made since (1). The factor $k$ is already visible, but the law is not proved until the behaviour of $\lambda$ at threshold is known.

## The threshold law

The equations inside $L$ contain $E$, hence $k^2$, but not the sign of $k$. Suppose that every open loss channel has a nonzero outgoing speed at $E=0$, as when the atom falls into a bound level and a phonon carries off the energy. The wavenumbers in those channels are then smooth functions of $E$, and so are the inner solution $u$ and its slope.

Their quotient is smooth too if $u(L)\neq0$. A loss that does not vanish at threshold ensures this (an open channel alone is not enough: if its coupling to the zero-energy wave happens to be zero, $b$ below is zero and $s$ falls faster than $k$): at $E=0$ the loss flux is proportional to $-\mathrm{Im}(u^*u')$ at $L$, which is positive only if neither $u(L)$ nor $u'(L)$ is zero. Thus

$$\lambda=\lambda_0+O(k^2),\qquad \lambda_0\ \text{finite and nonzero}. \tag{6}$$

At zero energy the outer equation is $u''=0$, with solution $u\propto z-a$. The complex constant $a$ is the scattering length. It follows that

$$\frac1{\lambda_0}=L-a,\qquad b\equiv-\mathrm{Im}\,a=\mathrm{Im}\frac1{\lambda_0}=\frac{\gamma_0}{|\lambda_0|^2}>0. \tag{7}$$

Now divide (5) by $|\lambda|^2=\lambda_r^2+\gamma^2$ above and below. By (6), $\gamma/|\lambda|^2=b+O(k^2)$, and

$$s=\frac{4kb+O(k^3)}{1+2kb+O(k^2)}=4kb-8k^2b^2+O(k^3). \tag{8}$$

The first two terms depend on one length, $b$, whatever the details of the surface.

The physical reason appears in the wave itself. Expanding (4) to first order gives $R\simeq-(1-2ika)$, so near the surface

$$\psi(z)\simeq -2ik(z-a). \tag{9}$$

Incident and reflected waves nearly cancel there. The density at the surface falls as $k^2$, while the incident flux falls as $k$. A loss rate proportional to the density therefore gives a probability proportional to $k^2/k=k$.

The condition on the loss channels matters. If the one loss channel opens just at $E=0$, with an outgoing speed proportional to $k$, then $\gamma=ck$ to leading order. For real, nonzero $\lambda_0$, (5) gives $s\simeq4ck^2/\lambda_0^2$, a quadratic law. If no loss channel is open, $s=0$.

## Two models of the loss

**An absorbing well.** Let a hard wall stand at $z=0$ and let the well have width 1, which sets the unit of length. Inside,

$$u''+(k^2+U+iW)u=0, \tag{10}$$

with constant $U$ and $W>0$. The term $iW$ removes flux, since $\frac{d}{dz}\mathrm{Im}(u^*u')=\mathrm{Im}(u^*u'')=-W|u|^2$. Integrating from the wall, where $u=0$, and using (2) at the edge,

$$s=\frac Wk\int_0^1|\psi|^2\,dz. \tag{11}$$

This is the density argument in exact form. At $k=0$ the solution is $\sin qz$ with $q^2=U+iW$, so that $\lambda_0=q\cot q$ and $a=1-\tan q/q$. For $U=6$ and $W=1$ this gives $b=0.15687$. Direct integration of (10) at $k=0.001$ gives $s=6.2727\times10^{-4}$, against $4kb=6.2747\times10^{-4}$. The small difference is 1.0016 times the predicted $8k^2b^2$. Doubling $k$ multiplies the inner density by 3.9987, close to the limiting factor 4.

**An explicit phonon.** An absorptive potential hides where the energy goes. Keep instead two kinds of state: a free atom with wave $u(z)$ and no phonon, and an atom in its bound level with a phonon at site $n=0,1,2,\dots$ of a chain, with amplitude $\varphi_n$. In units with $\hbar^2/2m=1$,

$$-u''-Uu+g(z)\varphi_0=Eu, \tag{12}$$

$$(\varepsilon-E)\varphi_n-t(\varphi_{n+1}+\varphi_{n-1})+\delta_{n0}\,I=0,\qquad I=\int g\,u\,dz, \tag{13}$$

with $\varphi_{-1}=0$ and real $g$ confined to the well. Here $\varepsilon$ is the bound energy plus the mid-band phonon energy, and $t$ is the hopping energy of the phonon. The outgoing phonon has $\varphi_n=\varphi_0e^{iqn}$, where now $q$ is its phase per site and $\varepsilon-E=2t\cos q$. At $n=0$, (13) becomes $t(2\cos q-e^{iq})\varphi_0=-I$. The bracket equals $e^{-iq}$, so $\varphi_0=-e^{iq}I/t$.

Put this in (12), multiply by $u^*$, integrate from the wall to $L$ and take the imaginary part. The real terms drop out and

$$-\mathrm{Im}(u^*u')_L=\frac{\sin q}{t}|I|^2\quad\Rightarrow\quad s=\frac{\sin q}{t}\,\frac{|I|^2}{k}. \tag{14}$$

By (9), $I\propto k$. If zero energy lies inside the phonon band, $\sin q$ stays finite. Unless the overlap $I/k$ happens to vanish at threshold, $s\propto k$ again, without any absorptive potential.

The equations are solved on a grid of spacing 0.01, whose last point inside the well is at 0.99. For the real well with $U=6$ the bound level on this grid is at $-1.538$; the continuous well of width 1 has it at $-1.563$. The numbers that follow belong to the grid model, which tests the law equally well. The mid-band phonon energy is set to 1.8, $t$ to 0.5, and $g$ to the normalized bound wavefunction inside the well. The zero-energy solution yields $b=0.16367$; the continuous well of width 1 gives 0.1652, about 1% more. At $k=0.001$ the phonon carries off the fraction $6.5446\times10^{-4}$ of the incident flux, equal to $1-|R|^2$ in all printed digits; $4kb$ is $6.5467\times10^{-4}$.

## Near a threshold resonance

While $\lambda$ stays close to $\lambda_0$, (5) gives the linear law for $k\ll|\lambda_0|$, and this range can be narrow. In the absorbing well take $U=(\pi/2)^2$ and small $W$. Then $q\simeq\pi/2+iW/\pi$. Since $\cot(\pi/2+x)\simeq-x$,

$$\lambda_0\simeq-\frac{\pi}{2}\,\frac{iW}{\pi}=-\frac{iW}{2}. \tag{15}$$

So $\lambda_r\simeq0$, $\gamma_0\simeq W/2$ and $b\simeq1/\gamma_0$: here weaker absorption means a larger coefficient. Equation (5) becomes $s\simeq4k\gamma_0/(\gamma_0+k)^2$, which reaches one at $k=\gamma_0$.

For $W=0.02$, $\gamma_0=0.01$ and $b=100$. The computed $s$ is 0.0392, 1.0000 and 0.3304 at $k/\gamma_0=0.01$, 1 and 10. A slow atom can thus stick with near certainty, but at still lower energy the linear fall returns, because loss keeps $\lambda_0$ away from zero.

## A long attractive tail

Real surfaces attract neutral atoms through a tail that has no sharp end. Consider $V=-\hbar^2\beta^2/(2mz^4)$, and let everything that reaches small $z$ be absorbed. At zero energy the equation $u''+(\beta^2/z^4)u=0$ has the solution

$$u=z\,e^{i\beta/z}. \tag{16}$$

Indeed $u'=e^{i\beta/z}(1-i\beta/z)$, and in the second derivative the terms $\pm i\beta/z^2$ cancel, leaving $u''=-(\beta^2/z^3)e^{i\beta/z}$. The phase decreases with $z$, so this is the inward wave that absorption demands.

If the tail is cut at $L$, then $u/u'=L/(1-i\beta/L)$ there. Its imaginary part gives

$$b_L=\frac{\beta}{1+\beta^2/L^2}\;\to\;\beta\qquad(L\gg\beta). \tag{17}$$

Equation (8) holds for each finite $L$, and its coefficient converges quickly as the cut moves out. For the uncut tail, or for $kL\gg1$, the first two terms of (8) remain but the remainder is of order $k^3\ln k$ rather than $k^3$. For $\beta=1$, numerical integration gives $b=0.8000$ with the cut at 2 and $0.9996$ at 50, as (17) requires.

Where reflection is possible can be seen from the local wavenumber $K(z)=\sqrt{k^2+\beta^2/z^4}$. A wave passes smoothly where $K$ changes little over a local wavelength, that is, where $|K'|/K^2\ll1$. With $x=z\sqrt{k/\beta}$,

$$\frac{|K'|}{K^2}=\frac{2}{\sqrt{k\beta}}\,\frac{x}{(1+x^4)^{3/2}}. \tag{18}$$

Setting the derivative to zero gives $1+x^4=6x^4$, so the maximum lies at $x=5^{-1/4}\simeq0.67$ and equals $1.02/\sqrt{k\beta}$. It grows, and moves outward as $k^{-1/2}$, when the atom slows down. A large value permits reflection but does not measure it: at $k=0$ the ratio is $2z/\beta$, yet (16) is an inward wave at every $z$. Nor does the maximum of (18) mark the place that fixes the coefficient. By (17), removing the tail beyond $10\beta$ changes $b$ by only 1%, however far out the maximum lies. Beyond that distance (16) is close to the straight line $z+i\beta$, which for $kz\ll1$ is just the form (9) of an incident wave and a nearly equal reflected one.

## When part of the wave comes back

Complete inner absorption is an assumption. Suppose that a fraction $P$ of the flux entering the bonding region returns. At zero energy in a real tail, the inward solution $u\propto z-a_0$ and its conjugate carry equal and opposite fluxes. The outer wave is then proportional to $(z-a_0)+w(z-a_0^*)$, with $w=\sqrt P\,e^{i\theta}$ and $\theta$ the total phase. With $a_0=a_r-ib_0$, its zero lies at

$$a=\frac{a_0+wa_0^*}{1+w}=a_r-ib_0\,\frac{1-w}{1+w}. \tag{19}$$

Since $(1-w)(1+w^*)=1-|w|^2+(w^*-w)$ and the last bracket is imaginary,

$$b=b_0\,\frac{1-P}{|1+\sqrt P\,e^{i\theta}|^2},\qquad b_0\frac{1-\sqrt P}{1+\sqrt P}\le b\le b_0\frac{1+\sqrt P}{1-\sqrt P}. \tag{20}$$

For $P<1$ the fraction in (19) expands as $1-2w+2w^2-\dots$. All powers of $w$ vanish when averaged over a uniform phase, so the mean of $b$ is $b_0$ for any such $P$. Partial return changes the coefficient, not the linear law.

## Hydrogen atoms on silicon

Atomic hydrogen is used to clean, etch and passivate silicon wafers. Take the attraction as

$$V(z)=-\frac{C_4}{z^3\,(z+C_4/C_3)}, \tag{21}$$

which behaves as $-C_3/z^3$ close in and, because of the finite speed of light, as $-C_4/z^4$ far out. As illustrative inputs take $C_3=7\times10^{-4}$ eV nm³ and $C_4=0.011$ eV nm⁴. The second is close to what the static polarizability of hydrogen and the dielectric constant of silicon give. The first is less certain and may be too large by nearly a factor of two, so the numbers below belong to this model. The change-over distance is $C_4/C_3=15.7$ nm. For hydrogen $\hbar^2/2m=2.07\times10^{-5}$ eV nm², so the far tail has

$$\beta=\sqrt{\frac{0.011}{2.07\times10^{-5}}}\ \text{nm}\simeq23\ \text{nm}.$$

With complete absorption at 0.3 nm and the tail cut at 20 µm, the zero-energy wave gives $b=22.2$ nm, or 419 bohr. This is 4% below $\beta$. Moving the absorber to 0.1 or 2 nm changes $b$ by at most about 0.1%, so in this model the coefficient is set well outside the bonding region. The sticking probabilities are:

| $E/k_B$ | $4kb$ | $s$ |
|---|---:|---:|
| 10 nK | 0.0181 | 0.0179 |
| 1 µK | 0.181 | 0.164 |
| 100 µK | 1.81 | 0.775 |
| 10 mK | 18.1 | 0.998 |

At 1 µK the second term of (8) is $(4kb)^2/2=0.181^2/2=0.016$, which accounts for the difference between the columns. That term reaches 10% of $4kb$ at 1.2 µK. Half of the atoms stick at 17 µK, or $1.4\times10^{-9}$ eV. Above this the linear expression soon exceeds one and has no meaning as a probability.

For a dilute, non-degenerate gas at temperature $T$, the atoms that strike the surface have normal wavevectors distributed as $2x\,e^{-x^2}dx$, with $x=k/k_T$ and $k_T=\sqrt{2mk_BT}/\hbar$. The linear term then averages to

$$s_T=4bk_T\int_0^\infty2x^2e^{-x^2}dx=2\sqrt\pi\,b\,k_T\propto\sqrt T. \tag{22}$$

At 0.1 µK, $k_T=6.45\times10^{-4}$ nm⁻¹ and $s_T=0.051$. The second-order correction, $-8b^2k_T^2$ because $x^2$ averages to one, lowers this by 0.002. At this temperature the distribution holds only for densities well below about $10^{10}$ cm⁻³ per spin state, where Bose condensation would set in. At fixed gas density the impact rate also varies as $\sqrt T$, so the capture rate is proportional to $T$.

Reactor conditions are far from this regime: room temperature is about eight powers of ten above the 1.2 µK limit. At 1 µK the largest $|K'|/K^2$ is 4.7, at 67 nm; the pure quartic formula (18) gives 4.7 at 71 nm. At 300 K the largest value beyond 0.3 nm is 0.05, at that inner edge. Reflection from the tail is then weak, and sticking depends on energy transfer and chemistry at the surface. The model does not describe these, so its $s\simeq1$ above 10 mK is not a prediction for a wafer. Also, on a hydrogen-covered wafer an arriving atom may remove another as H₂, which counts as loss here but not as sticking.

The least certain assumption for slow atoms is complete absorption. A Si–H bond is worth roughly 3 eV, far more than one silicon phonon can carry, so an atom need not reach a deep level at its first encounter. If one fifth of the inner flux returned, (20) would allow $b$ from 8.5 to 58 nm, depending on phase. By comparison, raising both $C_3$ and $C_4$ by 20% gives $b=24.4$ nm, a rise of 10%. Lowering $C_3$ alone to $4\times10^{-4}$ eV nm³ in (21) gives 20.7 nm, while a potential from Lifshitz theory with a one-oscillator dielectric function, which has about that $C_3$ but a different shape between the two limits, gives about 23 nm. The attraction alone thus leaves $b$ uncertain by several per cent.

A warm wafer also changes the far tail. Take the wafer and the surrounding radiation to be at the same temperature; the result below does not cover a warm wafer in cold surroundings. At 300 K, beyond about 5 µm, the attraction comes almost entirely from the slow, classical part of the dipole fluctuations. For a classical dipole $\boldsymbol\mu$ with polarizability volume $\alpha$, each component has $\langle\mu_i^2\rangle=\alpha k_BT$ in Gaussian units. Its energy with its image in a dielectric of constant $\epsilon$ is $-(\mu_x^2+\mu_y^2+2\mu_z^2)(\epsilon-1)/[16(\epsilon+1)z^3]$. The average is

$$V_T=-\frac{k_BT\,\alpha}{4z^3}\,\frac{\epsilon-1}{\epsilon+1}. \tag{23}$$

At 300 K, with $\epsilon\simeq11.7$, the coefficient is $3.6\times10^{-6}$ eV nm³. Far out, (23) replaces (21). Closer in, (21) already includes the slow fluctuations, so adding (23) to (21) at all distances up to the cut overstates the thermal effect; even so, it changes $b$ by only 1.4%. Gravity over the length $b$ amounts to only $2.3\times10^{-15}$ eV, too little to alter $b$. It does disturb the incident wave of the slowest atoms. At 10 nK the wavelength is 31 µm, and over that height the atom's weight contributes $3.2\times10^{-12}$ eV, nearly four times the incident energy. The 10 nK row therefore holds as printed when gravity is compensated or acts along the surface. If gravity pulls away from the surface and $E$ is measured at the surface, $s$ rises by only 3%, to 0.0185. If it pulls towards the surface, 10 nK lies below the lowest gravitational level, at 16 nK, and no such incident wave exists. Stray electric fields deserve more care: a field of 0.14 MV/cm shifts the atom's energy by $\hbar^2/(2mb^2)=4.2\times10^{-8}$ eV, the natural scale of the reflection problem. Fields of that strength varying over tens of nanometres could change $b$ substantially.

The linear law itself rests on free motion outside the surface region and a regular inner response at threshold. An ion, attracted by its image charge through a potential proportional to $-1/z$, does not meet the first condition. A surface whose coupling to very soft phonons becomes singular does not meet the second. Neither case is covered by (8). The numerical check give the remaining energies and the inputs in full.

## Values computed for the example and the checks

```
Square well, depth 6.0, loss 1.0: b = 0.15687
  k = 0.001: s = 6.272691e-04, 4kb = 6.274663e-04
  second-order term / (8 k^2 b^2) = 1.0016
  inner density ratio on doubling k = 3.9987
  gas average / (2 sqrt(pi) b k_T) = 0.99965
Resonant well, loss 0.02: gamma0 = 0.01000, b = 100.00
  s at k/gamma0 = 0.01, 1, 10: 0.0392, 1.0000, 0.3304
Phonon model: bound level -1.5384, b = 0.16367
  k = 0.001: phonon flux 6.544601e-04, 1-|R|^2 6.544601e-04
  4kb = 6.546741e-04
Quartic tail, beta = 1, cut at 2.0: b = 0.800000
Quartic tail, beta = 1, cut at 50.0: b = 0.999600
H on Si: C3 = 0.0007 eV nm^3, C4 = 0.011 eV nm^4, hbar^2/2m = 2.0735e-05 eV nm^2
  beta4 = 23.03 nm, C4/C3 = 15.71 nm
  b = 22.153 nm = 418.6 bohr
  b with absorber at 0.1 nm: 22.143 nm; at 2 nm: 22.176 nm
  E/kB (K)   k (1/nm)    s         4kb       |R|^2
  1e-08     2.039e-04   0.01790   0.01806   9.821e-01
  1e-07     6.447e-04   0.05546   0.05712   9.445e-01
  1e-06     2.039e-03   0.16411   0.18064   8.359e-01
  1e-05     6.447e-03   0.42078   0.57125   5.792e-01
  1e-04     2.039e-02   0.77516   1.80644   2.248e-01
  1e-03     6.447e-02   0.96508   5.71246   3.492e-02
  1e-02     2.039e-01   0.99819   18.06439   1.807e-03
  half sticking at E/kB = 16.75 uK = 1.443e-09 eV
  second-order term is 10% of 4kb at E/kB = 1.226 uK
  gas at 0.1 uK: s_T = 0.0506 (linear law)
  E/kB = 1e-06 K: max |K'|/K^2 = 4.714 at z = 67.26 nm
  E/kB = 300 K: max |K'|/K^2 = 0.050 at z = 0.30 nm
Neglected: return probability 0.2: b from 8.46 to 58.00 nm, phase mean 22.15 nm
  C3 and C4 both 20% larger: b = 24.39 nm
  thermal tail at 300 K: 3.63e-06 eV nm^3, b changes 1.449 %
  gravity over length b: 2.27e-15 eV; 1 uK is 8.62e-11 eV
  hbar^2/(2 m b^2) = 4.23e-08 eV, equal to Stark shift at 0.135 MV/cm
```
